\section*{A Cold Wet Spot Limits the Pressure Delivered by a Heated Ampoule}

\section*{The argument under review}

The author stores a liquid precursor in an ampoule at $T_a=380$ K. A tube leads to a valve body at $T_c=350$ K, and the vapour is drawn off there. The argument runs as follows: the liquid has a saturation pressure of 5.09 Torr at 380 K; the ampoule is at 380 K; therefore the valve receives vapour at 5.09 Torr, and a hotter ampoule would give more.

The first two statements are sound for the liquid described. The third does not follow, because saturation pressure belongs to a liquid surface at its own temperature, and the valve body can acquire such a surface too. I ask that the analysis be redone with both surfaces included.

I assume one pure, stable liquid, ideal vapour, fixed surface temperatures, slow laminar flow, no carrier gas and negligible vapour volume in the tube. Condensation is taken to start without a nucleation barrier. The tube wall is heated to the ampoule temperature right up to the valve body, so that the tube itself stays dry. Formulas are in SI units; pressures are quoted in Torr.

\section*{What the ampoule temperature does fix}

Along the coexistence line the molar chemical potentials of liquid and vapour stay equal, so their changes are equal:
\begin{equation}
-s_l\,dT+v_l\,dp=-s_g\,dT+v_g\,dp .
\end{equation}
Collecting terms gives $(v_g-v_l)\,dp=(s_g-s_l)\,dT$. The entropy difference is $\Delta H/T$, with $\Delta H$ the molar heat of vaporization. Neglecting $v_l$ beside $v_g=RT/p$,
\begin{equation}
\frac{dp}{dT}=\frac{\Delta H}{T\,v_g}=\frac{\Delta H\,p}{RT^2}.
\end{equation}
Dividing by $p$ and integrating from $(T_0,p_0)$ with constant $\Delta H$ gives the saturation pressure
\begin{equation}
p_s(T)=p_0\exp\left[-\frac{\Delta H}{R}\left(\frac1T-\frac1{T_0}\right)\right].
\end{equation}
For $p_0=1$ Torr at $T_0=350$ K and $\Delta H=60$ kJ/mol, the exponent at 380 K is $7216\ \mathrm{K}\times2.256\times10^{-4}\ \mathrm{K^{-1}}=1.628$. This reproduces the author's 5.09 Torr. The same law gives 1.00 Torr at the valve body.

\section*{Why the two liquids cannot coexist at rest}

Vapour of number density $N$ and mean molecular speed $\bar v$ strikes a surface at the rate $N\bar v/4$ per unit area. With $N=p/(k_BT)$ and $\bar v=\sqrt{8k_BT/(\pi m)}$,
\begin{equation}
\frac{N\bar v}{4}=\frac{p}{4k_BT}\sqrt{\frac{8k_BT}{\pi m}}
=\frac{p}{\sqrt{2\pi mk_BT}} .
\end{equation}
Dividing by Avogadro's number turns the denominator into $\sqrt{2\pi MRT}$, where $M$ is the molar mass. Let a fraction $\alpha$ of impacts stick. At $p=p_s$ evaporation and condensation balance, which fixes the evaporation rate. A wet surface of area $A$ therefore has the net evaporation rate
\begin{equation}
J=k\,[p_s(T)-p],\qquad k=\frac{\alpha A}{\sqrt{2\pi MRT}} .
\end{equation}

Let $F$ be the molar flow from ampoule to valve body. While both surfaces are wet and the port is closed, the slowly changing state obeys
\begin{equation}
p_a=p_s(T_a)-\frac{F}{k_a},\qquad
p_c=p_s(T_c)+\frac{F}{k_c}.
\label{eq:ends}
\end{equation}
Suppose $F\le0$. Then $p_a\ge p_s(T_a)>p_s(T_c)\ge p_c$, and this pressure difference drives a positive flow, a contradiction. Hence $F>0$: the ampoule distils into the valve body until it is dry.

Afterwards the flow dies out. Equation~(\ref{eq:ends}) with $F=0$ leaves $p_c=p_s(T_c)$, and uniform pressure in the resting vapour gives the ampoule the same value. The temperature remains non-uniform, so this is a stationary state with local equilibrium at the liquid surface. The density $p/(RT)$ is lower in the hot vessel.

This conclusion needs enough material. If all of it is vapour, the amounts in the two volumes add to
\begin{equation}
n=\frac{pV_a}{RT_a}+\frac{pV_c}{RT_c}
\quad\Longrightarrow\quad
p=\frac{nR}{V_a/T_a+V_c/T_c}.
\end{equation}
If this pressure is below $p_s(T_c)$, no liquid can persist. Otherwise condensation lowers the pressure to $p_s(T_c)$. Thus, for $T_c<T_a$,
\begin{equation}
p_{\rm final}=\min\left\{p_s(T_c),\,
\frac{nR}{V_a/T_a+V_c/T_c}\right\}.
\end{equation}
With $V_a=100$ cm$^3$, $V_c=50$ cm$^3$ and $M=400$ g/mol, the two entries are equal at an inventory of 2.60 mg. Half that amount gives 0.50 Torr and no condensate. The author's 2.00 g is far above the threshold.

\section*{How long the hot reading can mislead}

A gauge on the ampoule may appear to support the author. To see for how long, consider a tube of radius $r$ and length $L$. At distance $b$ from its axis, the pressure force on a cylinder of fluid balances the viscous force on its side:
\begin{equation}
\pi b^2\frac{dp}{dx}=2\pi b\,\eta\frac{du}{db}
\quad\Longrightarrow\quad
u(b)=-\frac{1}{4\eta}\frac{dp}{dx}(r^2-b^2),
\end{equation}
where $u(r)=0$ was used. The volume flow is
\begin{equation}
\int_0^r2\pi b\,u\,db
=-\frac{\pi}{2\eta}\frac{dp}{dx}\left(\frac{r^4}{2}-\frac{r^4}{4}\right)
=-\frac{\pi r^4}{8\eta}\frac{dp}{dx}.
\end{equation}
Multiplication by the molar density $p/(RT)$ gives $F$. The dry wall takes up no vapour, so in steady flow $F$ is the same along the tube. Evaluating $\eta$ and $T$ at the mean temperature $T_m=(T_a+T_c)/2$, and using $\int p\,dp=p^2/2$, we obtain
\begin{equation}
F=K(p_a^2-p_c^2),\qquad
K=\frac{\pi r^4}{16\eta LRT_m}.
\end{equation}

The heating of the wall matters. If the wall temperature fell evenly from 380 K to 350 K, this law would give $\sqrt{(5.09^2+1.00^2)/2}=3.67$ Torr halfway along, above the saturation pressure of 2.33 Torr at 365 K, and liquid would collect in the tube. With the heated wall, the vapour in the tube is at $T_a$ rather than $T_m$. For the hard-sphere vapour used here $\eta\propto\sqrt T$, hence $K\propto T^{-3/2}$, and the use of $T_m$ overstates the 380 K flow by $(380/365)^{3/2}-1=6.2\%$. The drying times below are too short by a similar fraction; the final pressures do not depend on $K$.

For $r=0.75$ mm, $L=1.00$ m and $\eta=12.59$ $\mu$Pa\,s, this gives $F=0.720$ $\mu$mol/s from the 380 K ampoule. Its 5.00 mmol of liquid lasts about
\begin{equation}
\frac nF=\frac{5.00\times10^{-3}\ \mathrm{mol}}
{0.720\times10^{-6}\ \mathrm{mol/s}}
=6.94\times10^3\ \mathrm{s}=1.93\ \mathrm h .
\end{equation}
A time-dependent calculation, which follows the liquid and vapour at both ends without imposing the final pressure, gives 1.92 h. Halfway through the transfer it has 5.09 Torr in the ampoule but 1.0005 Torr at the valve body. The small excess, 0.46 mTorr, is the term $F/k_c$ for $A=10$ cm$^2$ and $\alpha=1$. After the transfer both ends are at 1.000 Torr.

With the ampoule at 370 K and all else fixed, the drying time is 5.67 h and the final pressure is again 1.000 Torr. In closed storage, the extra 10 K has shortened the distillation by a factor of about three and left the end state unchanged. Reducing $\alpha$ to 0.1 at 380 K also leaves the final pressure at 1.000 Torr: slow surface exchange alters the approach to the end state, not its pressure.

The author's claim therefore has a restricted truth. A port on the ampoule itself, drawing little vapour, can receive nearly $p_s(T_a)$ until the liquid there is gone. The port in question is on the valve body.

\section*{When heating does raise delivery}

The author could reply that a process draws vapour continuously. Let the port remove a volume $S$ per unit time at temperature $T_c$. Its molar flow is $Sp_c/(RT_c)$. If the valve body is dry, inflow equals outflow:
\begin{equation}
K(p_a^2-p_c^2)=\frac{S}{RT_c}p_c .
\end{equation}
Writing $s=S/(RT_c)$ and moving all terms to one side gives $Kp_c^2+sp_c-Kp_a^2=0$. The positive root is
\begin{equation}
p_{\rm dry}=\frac{-s+\sqrt{s^2+4K^2p_a^2}}{2K},
\qquad p_a\simeq p_s(T_a).
\end{equation}
The last approximation neglects the small drop $F/k_a$ at the evaporating surface, and also the cooling of that surface by evaporation. With the conduction estimate given below, this cooling lowers $p_{\rm dry}$ by about 1\% at 360 K and about 6\% at 380 K, without changing which cases are wet.

If $p_{\rm dry}<p_s(T_c)$, the valve body stays dry and heating the ampoule does raise the delivered pressure. If $p_{\rm dry}>p_s(T_c)$, liquid collects. The balance at its surface is then
\begin{equation}
F-sp_c=k_c[p_c-p_s(T_c)]
\quad\Longrightarrow\quad
p_c=p_s(T_c)+\frac{F-sp_c}{k_c}.
\end{equation}
The correction is small here, so the pressure has reached a plateau. The changeover occurs when the distillation flow equals the port demand at cold saturation:
\begin{equation}
K\left[p_s(T_a)^2-p_s(T_c)^2\right]
=\frac{S\,p_s(T_c)}{RT_c}.
\end{equation}

Take $S=8.0$ cm$^3$/s, with the tube and the 350 K valve body unchanged. The demand on the right is 0.367 $\mu$mol/s. The 370 K ampoule could supply 0.245 $\mu$mol/s against cold saturation, which is too little to wet the valve body; the 380 K ampoule could supply 0.720 $\mu$mol/s, which is more than enough. The time-dependent calculation, read after 2000 s, gives:
\begin{center}
\begin{tabular}{cccc}
$T_a$ (K) & $p_{\rm dry}$ (Torr) & delivered (Torr) & valve body\\
360 & 0.253 & 0.253 & dry\\
370 & 0.707 & 0.707 & dry\\
375 & 1.141 & 1.000 & wet\\
380 & 1.791 & 1.000 & wet
\end{tabular}
\end{center}
Evaluating $K$ at $T_a$ instead of $T_m$ would lower the dry pressures by a few per cent and change no entry in the last column. Heating from 360 to 370 K nearly triples the delivered pressure. With the liquid-surface temperatures held fixed, heating from 375 to 380 K adds nothing at this resolution; the additional flow becomes condensate. In practice the latent heat warms the condensate surface, so the delivered pressure creeps up slightly as the liquid deepens. Even without condensation, the 380 K ampoule would deliver 1.79 Torr through this tube, not 5.09 Torr. The author has thus missed two separate limits: the cold surface and the pressure drop of the flow.

\section*{Bearing on a real delivery line}

The parameters are round values, roughly in the regime of a heavy metal-alkylamide precursor; they do not describe a particular compound. The 2 g charge is small for a production ampoule, and at fixed flow the drying time grows in proportion to the charge. Real lines often use pulses and carrier gas, for which the steady single-vapour flow law above must be replaced.

The assumption of fixed liquid-surface temperatures also introduces an error. At 380 K the transfer releases 43 mW of latent heat in the condensate. If this crosses the full 2.0 mm liquid depth by conduction alone, with a rough conductivity of 0.10 W/(m\,K), the surface warms by 0.86 K and its saturation pressure rises by 5.2\%. This counts latent heat only. The vapour arrives at 380 K, and for a rough vapour heat capacity of 450 J/(mol\,K) its cooling releases a further 10 mW or so; if all of it entered the liquid, the rise would be about 6.4\%. The cap follows the temperature of the liquid surface, which need not equal that of the metal. The evaporating surface cools in the same way. If its heat is conducted up through the full 2.0 mm of liquid at the start, it cools by about 0.8 K, and the transfer flow is then about 8\% lower. Over the whole transfer, the two surface shifts together lengthen the drying time by about 5\%. Both disappear when the flow stops.

Other estimates are of similar size or smaller. A rough heat-capacity change of $-100$ J/(mol\,K) on vaporization lowers the 380 K saturation pressure by 3.9\%. Wall slip raises the 380 K transfer flow by about 2\% (1.8\% if the slip length is set equal to the mean free path). It grows as the pressure falls, and raises the dry delivered pressures by about 3\% at 370 K and 6\% at 360 K. Flow inertia is about 1.1\% of the cold-end pressure. In a very rarefied gas at rest, equal molecular fluxes would require equal $p/\sqrt T$, making the hot pressure larger by $\sqrt{380/350}-1=4.2\%$. This tube is far from that limit: at rest at 1 Torr the mean free path is still small beside the radius, and thermal creep along the wall leaves a pressure difference of only about 0.01\%. None of these effects restores the claimed factor of five. Thermal decomposition is not estimated, since it requires the kinetics of a specific compound; it is a further reason not to heat the ampoule without need.

\section*{Requested correction}

The conclusion should name the temperature of the coldest wetted surface, not that of the heater. For a closed system with ample liquid, the remedy is to keep every surface downstream warmer than the ampoule. With the valve body at 390 K and the ampoule at 380 K, the calculated resting pressure at the valve is 5.09 Torr, because the ampoule is now the coldest place where liquid remains. Once vapour is drawn, the tube still lowers the pressure at the port, and a wider or shorter tube addresses that loss. The numerical output lists the main parameters and results.

\section*{Table of computed values}
\begin{verbatim}
Reference: 1.000 Torr at 350 K
Heat of vaporization: 60.0 kJ/mol
Molar mass: 400 g/mol
Inventory: 2.00 g
Inventory amount: 5.00 mmol
Vapour volumes, ampoule and cold: 100, 50 cm3
Tube radius: 0.75 mm; length: 1.00 m
Each liquid surface: 10.0 cm2
Collision diameter: 0.90 nm
Vapour viscosity at 365 K: 12.59 uPa s
Cold-region temperature: 350 K
Cold saturation pressure: 1.000 Torr
[370 K ampoule] own saturation: 3.048 Torr
  transfer flow: 0.245 umol/s
  mid-transfer, ampoule: 3.048 Torr
  mid-transfer, cold region: 1.0002 Torr
  condensation excess: 0.156 mTorr
  drying time: simulated 5.67 h, estimated 5.68 h
  final pressure, ampoule: 1.0000 Torr
  final pressure, cold region: 1.0000 Torr
[380 K ampoule] own saturation: 5.092 Torr
  transfer flow: 0.720 umol/s
  mid-transfer, ampoule: 5.092 Torr
  mid-transfer, cold region: 1.0005 Torr
  condensation excess: 0.461 mTorr
  drying time: simulated 1.92 h, estimated 1.93 h
  final pressure, ampoule: 1.0000 Torr
  final pressure, cold region: 1.0000 Torr
Final pressure, evaporation coefficient 0.1: 1.0000 Torr
Least inventory for condensate: 2.60 mg
Pressure with half of it: 0.500 Torr
Line at 390 K, ampoule at 380 K: 5.092 Torr
Port volume rate: 8.0 cm3/s
Port flow at cold saturation: 0.367 umol/s
  ampoule 360 K: dry-line root 0.253 Torr, delivered 0.253 Torr, dry
  ampoule 370 K: dry-line root 0.707 Torr, delivered 0.707 Torr, dry
  ampoule 375 K: dry-line root 1.141 Torr, delivered 1.000 Torr, wet
  ampoule 380 K: dry-line root 1.791 Torr, delivered 1.000 Torr, wet
Latent heat released at 380 K: 43.2 mW
Full condensate depth: 2.00 mm
Assumed liquid conductivity: 0.10 W/(m K)
Condensate surface warming: 0.86 K
  resulting pressure rise: 5.2 %
Assumed heat-capacity change: -100 J/(mol K)
  change of 380 K saturation: -3.9 %
Slip increase of tube flow: 1.8 %
Flow speed at cold end: 8.9 m/s
Inertia relative to cold pressure: 1.1 %
Free-molecular transpiration bound: 4.2 %
\end{verbatim}
